\section*{Hall factors for acoustic-phonon and ionized-impurity scattering}

\section{The exercise}

A Hall measurement on a semiconductor film with one type of carrier can be read as a carrier count, $n=1/|R_H|$ in units of the elementary charge. Scattering changes that count by a factor of order one, set by the Hall factor $r$. The task is to find it for two scattering laws.

Consider electrons of density $n$ in one isotropic parabolic band, $E=k^2/2m$, with Maxwell--Boltzmann occupation. Scattering is elastic and is described by a relaxation time $\tau(E)$. The algebra is in atomic units, with electron charge $-1$, and $T$ denotes the thermal energy (Boltzmann's constant times temperature). The magnetic field $\mathbf B=B\hat{\mathbf z}$ enters through the force $-(\boldsymbol{\mathcal E}+\mathbf v\times\mathbf B)$, where $\boldsymbol{\mathcal E}$ is the electric field.

\begin{enumerate}
\item[(a)] Find $R_H=\mathcal E_y/(j_xB)$ at $j_y=0$ for weak $B$, and so identify $r$ in $R_H=-r/n$.
\item[(b)] Find how $\tau$ depends on energy for acoustic phonons and for screened ionized impurities. State what must be neglected to obtain a pure power law in each case.
\item[(c)] Evaluate $r$ for both power laws, and the resulting error in the carrier count.
\end{enumerate}

For numbers, take these round parameters: $m=0.3$ electron masses, $T=0.025$ eV, electron and impurity densities $n=N_i=10^{-7}$ \AA$^{-3}$, dielectric constant $\epsilon=10$, deformation potential $\Xi=5$ eV, longitudinal elastic constant $c_l=1$ eV/\AA$^3$, and $\hbar$ times the sound speed equal to $0.04$ eV\,\AA.

The band picture is an assumption. Extended states with a definite wave vector may serve for a film with weak disorder; hopping between localized states and percolation through an uneven potential lie outside this calculation. The film is also treated as a piece of bulk material, so scattering at its surfaces and at grain boundaries is left out.

\section{Hints}

\begin{enumerate}
\item Write the distribution as $f=f_0+f_0'\,\mathbf v\cdot\mathbf G(E)$, with $f_0'=df_0/dE$. The magnetic force does no work, so most of the gradient of the second term drops out.
\item Integrate the density by parts. It then contains the same weight, $E^{3/2}(-f_0')$, as the current.
\item In the golden rule, separate the squared matrix element from the density of final states. Ask which of them supplies the energy dependence.
\item For a power law, each thermal average is a ratio of Gamma functions.
\end{enumerate}

\section{Solution}

\subsection{(a) The Hall coefficient}

In a steady, uniform state the change of $f$ due to the forces balances relaxation:
\begin{equation}
-(\boldsymbol{\mathcal E}+\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau}.
\end{equation}
Let $f=f_0+f_1$ with $f_1$ linear in $\boldsymbol{\mathcal E}$. Since $\nabla_{\mathbf k}f_0=f_0'\mathbf v$, the magnetic force does not act on $f_0$. To first order in $\boldsymbol{\mathcal E}$,
\begin{equation}
-f_0'\,\mathbf v\cdot\boldsymbol{\mathcal E}-(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf k}f_1=-\frac{f_1}{\tau}.
\end{equation}
Insert $f_1=f_0'\,\mathbf v\cdot\mathbf G(E)$. Differentiating the functions of energy gives a vector along $\mathbf v$, which is orthogonal to $\mathbf v\times\mathbf B$. Differentiating $\mathbf v=\mathbf k/m$ leaves $f_0'\mathbf G/m$. With $(\mathbf v\times\mathbf B)\cdot\mathbf G=\mathbf v\cdot(\mathbf B\times\mathbf G)$, and because the equation must hold for every direction of $\mathbf v$,
\begin{equation}
\mathbf G=\tau\left(\boldsymbol{\mathcal E}+\frac{\mathbf B\times\mathbf G}{m}\right).
\end{equation}
Define the cyclotron frequency $\omega=B/m$. Since $\hat{\mathbf z}\times\mathbf G=(-G_y,G_x,0)$,
\begin{equation}
G_x=\tau\mathcal E_x-\omega\tau G_y,\qquad G_y=\tau\mathcal E_y+\omega\tau G_x .
\end{equation}
Substituting each equation into the other gives
\begin{equation}
G_x=\frac{\tau\mathcal E_x-\omega\tau^2\mathcal E_y}{1+\omega^2\tau^2},\qquad
G_y=\frac{\tau\mathcal E_y+\omega\tau^2\mathcal E_x}{1+\omega^2\tau^2}.
\end{equation}

The current carries the charge $-1$ and a factor 2 for spin:
\begin{equation}
\mathbf j=-2\int\frac{d^3k}{(2\pi)^3}\,\mathbf v f_1
=2\int\frac{d^3k}{(2\pi)^3}(-f_0')\,\mathbf v(\mathbf v\cdot\mathbf G).
\end{equation}
The average of $v_iv_j$ over directions is $\delta_{ij}v^2/3=\delta_{ij}\,2E/3m$. The density of states with spin is $C\sqrt E$, where $C=(2m)^{3/2}/2\pi^2$. Thus
\begin{equation}
\mathbf j=\frac{2C}{3m}\int_0^\infty E^{3/2}(-f_0')\,\mathbf G\,dE .
\end{equation}
Integrating the density by parts, with vanishing boundary terms, gives
\begin{equation}
n=C\int_0^\infty E^{1/2}f_0\,dE=\frac{2C}{3}\int_0^\infty E^{3/2}(-f_0')\,dE .
\end{equation}
Therefore $\mathbf j=(n/m)\langle\mathbf G\rangle$, with
\begin{equation}
\langle A\rangle=\frac{\int_0^\infty A\,E^{3/2}(-f_0')\,dE}{\int_0^\infty E^{3/2}(-f_0')\,dE}.
\end{equation}
The conductivities follow:
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\frac nm\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\sigma_{yx}=-\sigma_{xy}=\frac nm\left\langle\frac{\omega\tau^2}{1+\omega^2\tau^2}\right\rangle .
\end{equation}

The condition $j_y=\sigma_{yx}\mathcal E_x+\sigma_{xx}\mathcal E_y=0$ gives $\mathcal E_y=-\sigma_{yx}\mathcal E_x/\sigma_{xx}$. Then $j_x=\sigma_{xx}\mathcal E_x-\sigma_{yx}\mathcal E_y=(\sigma_{xx}^2+\sigma_{yx}^2)\mathcal E_x/\sigma_{xx}$, and
\begin{equation}
R_H=-\frac{1}{B}\,\frac{\sigma_{yx}}{\sigma_{xx}^2+\sigma_{yx}^2}.
\label{eq:RH}
\end{equation}
For weak field, $\sigma_{xx}\to n\langle\tau\rangle/m$ and $\sigma_{yx}\to n\omega\langle\tau^2\rangle/m$, while $\sigma_{yx}^2$ is of second order in $B$. With $\omega/B=1/m$ the masses cancel:
\begin{equation}
R_H=-\frac rn,\qquad r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=1+\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}.
\label{eq:r}
\end{equation}
The minus sign belongs to electrons. The excess $r-1$ is the relative variance of the relaxation time, so $r\ge1$ in this model. An electron contributes to the longitudinal current in proportion to $\tau$, but to the transverse current in proportion to $\tau^2$, because it must first acquire a drift and then have it turned. Long-lived electrons therefore count more in the Hall response. The product $|R_H|\sigma_{xx}=r\langle\tau\rangle/m$ shows that the Hall mobility exceeds the drift mobility by the same factor.

\subsection{(b) The two relaxation laws}

Let $\theta$ be the angle between the velocities $\mathbf v$ and $\mathbf v'$ before and after an elastic collision, and let the scattering probability depend on direction only through $\theta$. Scattering out of a state removes $f_1$; scattering into it supplies $f_1$ with $\mathbf v$ replaced by $\mathbf v'$. After averaging around $\mathbf v$, the component of $\mathbf v'$ that remains is $\mathbf v\cos\theta$. Hence $1/\tau$ is the golden-rule rate with each event weighted by $1-\cos\theta$.

\paragraph{Acoustic phonons.} A longitudinal wave shifts the band edge by $\Xi$ times the local dilation. For a crystal of unit volume and mass density $\rho$, the squared matrix element is $\Xi^2q^2/(2\rho\omega_q)$, multiplied by $N_q$ for absorption and $N_q+1$ for emission. If $\omega_q\ll T$, then $2N_q+1\simeq2T/\omega_q$. If also $\omega_q\ll E$, both processes lead to nearly the same final energy and can be added. With $\omega_q=v_sq$ and $c_l=\rho v_s^2$,
\begin{equation}
\frac{\Xi^2q^2}{2\rho\omega_q}(2N_q+1)\simeq\frac{\Xi^2q^2T}{\rho\omega_q^2}=\frac{\Xi^2T}{c_l}.
\end{equation}
The wave number has cancelled, so all directions are equally likely and $1-\cos\theta$ averages to 1. Scattering preserves spin, so the density of final states is $mk/2\pi^2$:
\begin{equation}
\frac1{\tau}=2\pi\,\frac{\Xi^2T}{c_l}\,\frac{mk}{2\pi^2}=\frac{\Xi^2T\,mk}{\pi c_l}\propto E^{1/2}.
\end{equation}
Thus $\tau\propto E^{-1/2}$. A faster electron scatters sooner because it has more states to scatter into.

Let $k_T=\sqrt{2mT}$ be the wave number at $E=T$, here $0.04437$ \AA$^{-1}$, and let $\tau_a$ be the acoustic relaxation time there. Replacing $m$ by $k_T^2/2T$ gives a form suited to eV and \aa ngstr\"om:
\begin{equation}
\frac{\hbar}{\tau_a}=\frac{\Xi^2k_T^3}{2\pi c_l}
=\frac{25\times(0.04437)^3}{2\pi\times1}\ \mathrm{eV}=3.48\times10^{-4}\ \mathrm{eV}.
\end{equation}
The largest phonon energy for this electron, at backscattering, is $2\times0.04\times0.04437=0.0035$ eV, about 14\% of $T$. Numerical integration of the golden rule with the phonon energies and Bose occupations retained gives $3.46\times10^{-4}$ eV. The elastic approximation costs less than 1\% of the rate here.

Because $\tau\propto1/v$, the mean free path $v\tau$ is the same at every energy. Its value is $2T/(k_T\hbar/\tau_a)\simeq3.2\times10^3$ \AA, or about 0.3 micrometre. When acoustic scattering acts alone, neglecting surface scattering therefore requires a film much thicker than this, or surfaces that reflect electrons specularly. The impurities treated next shorten the path, to about $450$ \AA\ at $E=T$ and $1700$ \AA\ at $E=3T$.

\paragraph{Ionized impurities.} Let singly charged impurities scatter independently. In the Born approximation the squared matrix element of one screened center is $[4\pi/\epsilon(q^2+q_D^2)]^2$, with $q_D^2=4\pi n/(\epsilon T)$. Elastic scattering has $q^2=2k^2w$, where $w=1-\cos\theta$ runs from 0 to 2. Hence
\begin{align}
\frac1\tau&=2\pi N_i\,\frac{mk}{2\pi^2}\,\frac12\int_0^2
\frac{w\,(4\pi/\epsilon)^2}{(2k^2w+q_D^2)^2}\,dw\nonumber\\
&=\frac{2\pi N_im}{\epsilon^2k^3}\int_0^2\frac{w\,dw}{(w+\delta)^2},\qquad \delta=\frac{q_D^2}{2k^2}.
\end{align}
Writing $w=(w+\delta)-\delta$, the integral is $\ln[(2+\delta)/\delta]+\delta/(2+\delta)-1$. With $b=2/\delta=4k^2/q_D^2$ this becomes
\begin{equation}
\frac1\tau=\frac{2\pi N_im}{\epsilon^2k^3}L(b),\qquad L(b)=\ln(1+b)-\frac{b}{1+b}.
\label{eq:imp}
\end{equation}
The prefactor gives $\tau\propto k^3\propto E^{3/2}$: a fast electron is deflected little by a Coulomb center. The pure power law requires one further approximation, replacing $L$ by a constant.

A suitable energy at which to freeze $L$ is the maximum of the integrand of $\langle\tau\rangle$. With $x=E/T$ that integrand is $x^{3/2}x^{3/2}e^{-x}=x^3e^{-x}$, which peaks at $x=3$. The choice affects the size of $\tau$ but cancels from $r$. The screening length is $1/q_D=117.5$ \AA, so $b=12(0.04437\times117.5)^2\simeq326$ and $L=4.79$. To evaluate the frozen rate at $E=T$, called $1/\tau_i$, use $N_i=n$, $1/\epsilon=q_D^2T/4\pi n$ and $m=k_T^2/2T$ in Eq.~(\ref{eq:imp}):
\begin{equation}
\frac{\hbar}{\tau_i}=\frac{L\,q_D^4\,T}{16\pi n k_T}
=\frac{4.794\times0.025}{(117.54)^4\,16\pi\,10^{-7}\times0.04437}\ \mathrm{eV}
=2.82\times10^{-3}\ \mathrm{eV}.
\end{equation}

\subsection{(c) The two Hall factors}

For Maxwell--Boltzmann occupation $-f_0'\propto e^{-x}$, so
\begin{equation}
\langle x^a\rangle=\frac{\int_0^\infty x^{a+3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
=\frac{\Gamma(a+\frac52)}{\Gamma(\frac52)},\qquad a>-\frac52 .
\end{equation}
For $\tau=\tau_0x^p$, Eq.~(\ref{eq:r}) becomes
\begin{equation}
r=\frac{\Gamma(2p+\frac52)\,\Gamma(\frac52)}{\Gamma(p+\frac52)^2},\qquad p>-\frac54 ,
\end{equation}
where the condition keeps $\langle\tau^2\rangle$ finite. The constant $\tau_0$ has cancelled: $r$ depends on the shape of the scattering law, not on its strength.

For acoustic phonons, $p=-\frac12$. With $\Gamma(\frac52)=\frac32\Gamma(\frac32)=3\sqrt\pi/4$ and $\Gamma(2)=1$,
\begin{equation}
\frac{\langle\tau\rangle}{\tau_a}=\frac{4}{3\sqrt\pi},\qquad
\frac{\langle\tau^2\rangle}{\tau_a^2}=\frac{\Gamma(\frac32)}{\Gamma(\frac52)}=\frac23,\qquad
r=\frac23\cdot\frac{9\pi}{16}=\frac{3\pi}{8}\simeq1.178 .
\end{equation}
For impurities with frozen $L$, $p=\frac32$. Now $\Gamma(4)=6$ and $\Gamma(\frac{11}2)=\frac92\cdot\frac72\cdot\frac52\,\Gamma(\frac52)$, so
\begin{equation}
\frac{\langle\tau\rangle}{\tau_i}=\frac{8}{\sqrt\pi},\qquad
\frac{\langle\tau^2\rangle}{\tau_i^2}=\frac{315}{8},\qquad
r=\frac{315}{8}\cdot\frac{\pi}{64}=\frac{315\pi}{512}\simeq1.933 .
\end{equation}
The impurity value is larger because $\tau$ varies more strongly over the thermal distribution.

Restoring the elementary charge $e$, $eR_H=-r/n$. For acoustic scattering this is $-1.178\times10^7$ \AA$^3$, or $R_H=-73.5$ cm$^3$/C. For the impurity law it is $-1.933\times10^7$ \AA$^3$, or $R_H=-121$ cm$^3$/C. Someone who sets $r=1$ would infer the density $n/r$: $8.5\times10^{-8}$ \AA$^{-3}$ in the first case and $5.2\times10^{-8}$ \AA$^{-3}$ in the second. These lie 15\% and 48\% below the true density.

\subsection{How far the idealizations hold}

\paragraph{The logarithm.} Since $dL/db=b/(1+b)^2$, the local exponent of the impurity law is
\begin{equation}
\frac{d\ln\tau}{d\ln E}=\frac32-\frac{b^2}{(1+b)^2L}.
\end{equation}
At $E=3T$ it is about $1.5-1/4.79\simeq1.29$. The weaker energy dependence there reduces the spread of $\tau$. Numerical quadrature of the averages with the full $L(b)$ gives $r=1.68$, well below $1.93$. Reducing $q_D^2$ by a factor $10^{10}$, with all else fixed, raises $r$ only to $1.88$. The approach to the power law is logarithmic, so $315\pi/512$ is a reference value for a frozen logarithm, not an accurate prediction for this film. Nor is $1.68$ more than a Born-approximation value. For a Coulomb center that approximation needs $k\epsilon/m\gg1$, where $\epsilon/m$ is the effective Bohr radius, here $17.6$ \AA. The product is only $0.78$ at $E=T$ and $1.36$ at $E=3T$, so the approximation is marginal for this film. The description of screening is marginal too. Linear screening by a smooth electron cloud assumes many electrons within a screening length, but a sphere of radius $1/q_D$ holds only $4\pi n/3q_D^3\simeq0.68$. The typical impurity spacing, $N_i^{-1/3}=215$ \AA, is less than twice the screening length, so neighboring potentials overlap and independent scattering is an assumption. Finally, if the impurities are the donors that supply the electrons, not all donors are ionized. The hydrogenic binding energy $E_d=m/2\epsilon^2=0.041$ eV exceeds $T$, and ionization balance gives a further $(2n^2/N_c)e^{E_d/T}\simeq0.26\,n$ neutral donors, somewhat fewer when screening weakens the binding ($N_c$ is defined below). Scattering by these neutral centers is left out, and it need not be small beside the acoustic rate.

\paragraph{Occupation.} The nondegenerate form requires $n\ll N_c=2(mT/2\pi)^{3/2}$; here $n/N_c=0.026$. Repeating the power-law averages numerically with Fermi--Dirac occupation gives $1.176$ and $1.926$, changes below 1\%. In the opposite, degenerate limit, $-f_0'$ is a narrow peak at $x=\eta$, the Fermi energy over $T$, with variance $\pi^2/3$ in $x$. Expanding $x^p$ about the peak gives a relative variance $p^2\pi^2/3\eta^2$, hence
\begin{equation}
r\simeq1+\frac{\pi^2p^2}{3\eta^2}.
\end{equation}
All participating electrons then have nearly the same $\tau$, and for this single isotropic band the Hall count becomes accurate. Anisotropic valleys would leave a factor set by the masses.

\paragraph{Weak field.} To second order in $\omega$, the relative corrections to $\sigma_{yx}$ and $\sigma_{xx}$ are $-\omega^2\langle\tau^4\rangle/\langle\tau^2\rangle$ and $-\omega^2\langle\tau^3\rangle/\langle\tau\rangle$, and $\sigma_{yx}^2/\sigma_{xx}^2=\omega^2\langle\tau^2\rangle^2/\langle\tau\rangle^2$. Equation~(\ref{eq:RH}) then gives the relative correction to $R_H$:
\begin{equation}
\omega^2\left(-\frac{\langle\tau^4\rangle}{\langle\tau^2\rangle}+\frac{2\langle\tau^3\rangle}{\langle\tau\rangle}-\frac{\langle\tau^2\rangle^2}{\langle\tau\rangle^2}\right).
\end{equation}
For acoustic scattering this is $(-2+2-\pi/4)\,\omega^2\tau_a^2=-(\pi/4)\,\omega^2\tau_a^2$. For the impurity law the three terms are $-\Gamma(\frac{17}2)/\Gamma(\frac{11}2)\simeq-268$, $2\Gamma(7)/\Gamma(4)=240$ and $-(315/8)^2\pi/64\simeq-76$, so the correction is about $-104\,\omega^2\tau_i^2$.
The condition $\omega\tau_i\ll1$ is therefore not enough; $\omega\tau_i\ll0.1$ is needed, because energetic electrons live much longer than $\tau_i$. For the acoustic law the expansion ends at this order, since $\langle\tau^5\rangle$ and $\langle\tau^6\rangle$ diverge at low energy; at $\omega\tau_a=0.1$ it gives $1.169$, while quadrature gives $1.172$. With $m=0.3$, $\hbar\omega=3.9\times10^{-4}$ eV per tesla, so $\omega\tau_i=0.1$ is reached at $0.73$ T and $\omega\tau_a=1$ at $0.9$ T. At $1$ T the values of $n|R_H|$ are $1.07$ (acoustic) and $1.49$ (impurity, frozen $L$). The weak-field factors of part (c) apply to this film only well below such fields.

\section{Variation 1: strong magnetic field}

\emph{What does the Hall coefficient become when $\omega\tau\gg1$ for nearly all electrons?}

Write $\omega\tau^2/(1+\omega^2\tau^2)=\omega^{-1}[1-1/(1+\omega^2\tau^2)]$. The average of the last fraction vanishes as $\omega$ grows, so $\sigma_{yx}\to n/(m\omega)=n/B$. Also $\sigma_{xx}\le(n/m\omega^2)\langle1/\tau\rangle$. This average is finite for both laws: it involves $\langle x^{1/2}\rangle$ or $\langle x^{-3/2}\rangle$. Hence $\sigma_{xx}$ is negligible beside $\sigma_{yx}$, and Eq.~(\ref{eq:RH}) gives
\begin{equation}
R_H\to-\frac{1}{B\sigma_{yx}}=-\frac1n,\qquad n|R_H|\to1 .
\end{equation}
Between collisions the electrons drift across the crossed fields at a speed independent of $\tau$, so the spread of relaxation times no longer matters.

Evaluating the averages in Eq.~(\ref{eq:RH}) by quadrature shows the crossover in $n|R_H|$, where $\tau_0$ is $\tau_a$ or $\tau_i$:
\begin{center}
\begin{tabular}{ccc}
$\omega\tau_0$ & acoustic & impurity, frozen $L$\\
0.01 & 1.178 & 1.915\\
0.1 & 1.172 & 1.571\\
1 & 1.076 & 1.125\\
10 & 1.002 & 1.011
\end{tabular}
\end{center}
The impurity value has already fallen far at $\omega\tau_i=0.1$, as the large coefficient 104 suggests. The calculation is classical and needs $\hbar\omega\ll T$. For the impurity parameters used here, $\omega\tau_i=10$ means $\hbar\omega=0.028$ eV, which exceeds $T$. That entry describes the classical formula, not this film, where Landau quantization would matter.

\section{Variation 2: both mechanisms together}

\emph{If phonons and impurities act at once, does $r$ lie between the two values?}

Independent scattering rates add at each energy, before any thermal average:
\begin{equation}
\frac1{\tau(x)}=\frac{x^{1/2}}{\tau_a}+\frac{x^{-3/2}}{\tau_i}.
\end{equation}
At low energy impurities dominate and $\tau$ rises; at high energy phonons dominate and $\tau$ falls. The maximum of $\tau$ is where the derivative of the rate vanishes:
\begin{equation}
\frac{x^{-1/2}}{2\tau_a}=\frac{3x^{-5/2}}{2\tau_i}
\quad\Longrightarrow\quad
x^2=\frac{3\tau_a}{\tau_i}=3\times\frac{2.82\times10^{-3}}{3.48\times10^{-4}}\simeq24.3 ,
\end{equation}
so $x\simeq4.9$. Most electrons lie below this energy, where $\tau$ still rises. But phonons act well below the maximum: the two rates are equal at $x=\sqrt{\tau_a/\tau_i}\simeq2.8$, and at the maximum the phonon rate is three times the impurity rate, so $\tau$ is a quarter of its impurity value. Electrons above $x=3$ supplied three quarters of the variance in the impurity law, and their relaxation times are all at least halved. Quadrature of the two averages, with $L$ frozen as before, gives $r=1.170$, slightly below the acoustic value $1.178$ and far below $1.933$. With the full $L(b)$ the result is lower still, $1.12$.

The answer is therefore: not necessarily. If impurities are strong enough, $r$ does lie between the two values; for example, $\tau_a/\tau_i=30$ with frozen $L$ gives $1.38$. With the model rates and parameters used here it does not. The two energy dependences partly cancel, and an average of the separate Hall factors would miss this. A measured Hall factor near $1.18$ does not by itself identify acoustic scattering.
